# Why half-step grid shifts cancel some egg-box harmonics and spare others

Move an isolated atom through empty space and its energy must not change. On a real-space grid it does: the energy depends on whether the nucleus sits on a grid point, between two points, or in the middle of a grid cube. The energy surface then repeats with the grid spacing, like the hollows of an egg box. In the model treated below, on a deliberately coarse grid, the energy of a single well varies by about 1.7 eV as it moves within one grid cell. Forces taken from such a surface push the atom towards preferred positions that have no physical meaning.

One remedy is to repeat the calculation with everything displaced by half a grid step in suitable directions, and to average the energies. Two calculations remove half of the index-parity classes of harmonics, and four remove three quarters of them, though not all of those that the two remove. The reason is a matter of phases. The same reasoning shows what the average leaves behind.

## The energy as a Fourier series

Take a cubic grid of spacing $h$, and let $\mathbf R$ be a rigid displacement of the whole physical system relative to it. All atoms move together, so no bond length changes. Three assumptions are needed:

- the discretized rules are the same at every grid point;
- the cell is periodic and holds a whole number of steps along each axis;
- the calculation follows the same electronic state at every $\mathbf R$, so that $E(\mathbf R)$ is a single-valued function.

A displacement by one full step along an axis then merely relabels the grid points. Hence $E(\mathbf R+h\mathbf e_i)=E(\mathbf R)$ for each axis $i$, and

$$E(\mathbf R)=\sum_{\mathbf n}c_{\mathbf n}\,e^{2\pi i\,\mathbf n\cdot\mathbf R/h},\qquad \mathbf n=(n_1,n_2,n_3),$$

with integer $n_i$. The reciprocal vector of each term is $\mathbf G=2\pi\mathbf n/h$. The term $c_{000}$ is the mean over positions, and all the others together are the egg-box effect.

Periodicity is the whole basis of this series. The energy need not be linear in the density or in the potential, so the series holds for an eigenvalue or a self-consistent total energy as well as for a simple integral. It fails if the system moves relative to a fixed wall that it can feel, because a full step then changes the physics too.

## What an average does to each harmonic

Choose $M$ displacements $\mathbf s_j$ and average the energies found at $\mathbf R+\mathbf s_j$. Inserting the series and separating the exponential gives

$$\bar E(\mathbf R)=\frac1M\sum_{j=1}^M E(\mathbf R+\mathbf s_j)=\sum_{\mathbf n}S(\mathbf n)\,c_{\mathbf n}\,e^{2\pi i\,\mathbf n\cdot\mathbf R/h},\qquad S(\mathbf n)=\frac1M\sum_{j=1}^M e^{2\pi i\,\mathbf n\cdot\mathbf s_j/h}.$$

Each harmonic is multiplied by a number that depends on the shifts and on $\mathbf n$, but not on the atom, the functional or $\mathbf R$.

**Body centre.** The shifts are $\mathbf 0$ and $\tfrac h2(1,1,1)$. The second has phase $2\pi\,\mathbf n\cdot\mathbf s/h=\pi(n_1+n_2+n_3)$, and $e^{i\pi m}=(-1)^m$ for integer $m$, so

$$S(\mathbf n)=\tfrac12\left[1+(-1)^{n_1+n_2+n_3}\right].$$

This is 0 for an odd index sum and 1 for an even one. Moving to the body centre reverses the sign of every odd harmonic, and the two calculations cancel there. An even harmonic has the same value in both, so averaging cannot reduce it.

**Face centres.** The shifts are $\mathbf 0$, $\tfrac h2(0,1,1)$, $\tfrac h2(1,0,1)$ and $\tfrac h2(1,1,0)$. Each face shift involves two of the indices:

$$S(\mathbf n)=\tfrac14\left[1+(-1)^{n_2+n_3}+(-1)^{n_1+n_3}+(-1)^{n_1+n_2}\right].$$

If the three indices are all even or all odd, every pair sum is even and $S=(1+1+1+1)/4=1$. Otherwise two indices share a parity and the third differs. The pair that agrees gives $+1$, the two pairs that contain the odd one out give $-1$, and $S=(1+1-1-1)/4=0$. Mixed parity is therefore removed.

There is a geometrical reading. Displacing the atom by $\mathbf s$ is equivalent to displacing the grid by $-\mathbf s$, and $-h/2$ differs from $+h/2$ by a full step. The grids used in the two averages, laid over one another, form a body-centred and a face-centred cubic lattice. The surviving $\mathbf G$ are the reciprocal vectors of those lattices.

The shortest nonzero survivor is $(1,1,0)$ for the body-centre set and $(1,1,1)$ for the face-centre set, with lengths $\sqrt2$ and $\sqrt3$ in units of $2\pi/h$. If the same total number of points were spent on one finer simple cubic grid, the shortest $\mathbf G$ would grow by $2^{1/3}\approx1.26$ and $4^{1/3}\approx1.59$ instead. By this measure the shifted sets do better, 1.41 against 1.26 and 1.73 against 1.59. The measure ranks the ripple only when the coefficients fall off with $|\mathbf G|$ alone, as for the Gaussian sum of the next section, and it says nothing about the error of the mean. For the electron in a well treated below it holds for the body-centre set and fails for the face-centre set. One grid of 15 points per axis (1.95 times the points of the 12-point grid) has a ripple of about 142 meV, against 68.5 meV for the body-centre average. One grid of 19 points per axis (3.97 times the points) has about 3.4 meV, against 14.8 meV for the face-centre average. The finer grids also reduce the error of the mean, from 1.05 eV to about 0.43 and 0.17 eV.

## A case where every harmonic is known

Longer reciprocal vectors help when the harmonics fall off with $|\mathbf G|$. Consider the grid sum of a fixed smooth function $f$ that moves rigidly with the atom:

$$Q(\mathbf R)=h^3\sum_{\mathbf j}f(\mathbf jh-\mathbf R).$$

Its coefficient is the integral of $Q\,e^{-2\pi i\mathbf n\cdot\mathbf R/h}$ over one grid cell, divided by the cell volume $h^3$, which cancels the prefactor. In each term put $\mathbf r=\mathbf jh-\mathbf R$. The phase becomes $e^{-2\pi i\mathbf n\cdot\mathbf j}e^{2\pi i\mathbf n\cdot\mathbf r/h}$, whose first factor is 1. The cells for different $\mathbf j$ fill all space once, so

$$c_{\mathbf n}=\int f(\mathbf r)\,e^{i\mathbf G\cdot\mathbf r}\,d^3r.$$

The mean $c_{000}$ is the exact integral, and the ripple is the Fourier transform of $f$ at the reciprocal vectors of the grid. For the normalized Gaussian $f=e^{-r^2/w^2}/(\pi^{3/2}w^3)$ the transform is $e^{-G^2w^2/4}$. With $G^2=4\pi^2\,\mathbf n\cdot\mathbf n/h^2$,

$$c_{\mathbf n}=q^{\,\mathbf n\cdot\mathbf n},\qquad q=e^{-\pi^2w^2/h^2}.$$

At $\mathbf R=\mathbf 0$ all phases equal 1, and it remains to count vectors: 6 of type $(1,0,0)$, 12 of type $(1,1,0)$, 8 of type $(1,1,1)$ and 6 of type $(2,0,0)$. The relative errors are

$$\begin{aligned}\text{one grid:}&\quad 6q+12q^2+8q^3+\dots\\ \text{body centre:}&\quad 12q^2+6q^4+\dots\\ \text{face centres:}&\quad 8q^3+6q^4+\dots\end{aligned}$$

For $w=0.40$ Å and $h=0.50$ Å, $q=1.806\times10^{-3}$. Direct grid sums give relative errors of $1.09\times10^{-2}$, $3.91\times10^{-5}$ and $4.72\times10^{-8}$, and the leading terms agree with them to better than one per cent. Here each improvement of the set raises the leading power of the same small number. A function with a cusp or a sharp cutoff has a slowly decaying transform, and the gain is then smaller.

## An electron in a well

An eigenvalue is a harder case, because it depends nonlinearly on the grid potential. Take one electron with

$$\hat H=-\frac{\hbar^2}{2m_e}\nabla^2-V_0\sum_{\mathbf L}e^{-|\mathbf r-\mathbf R-\mathbf L|^2/a^2},\qquad V_0=80\text{ eV},\quad a=0.70\text{ Å},$$

where $\mathbf L$ runs over the translations of a cubic box of edge 6.0 Å. The grid has 12 points per axis, so $h=0.50$ Å, and $\nabla^2$ is the fourth-order finite-difference formula with five points along each axis. There is no electron repulsion.

The well and the grid are both cubic, so harmonics that differ by signs or order of their indices have equal coefficients. With $\theta_i=2\pi R_i/h$ the first groups add up to

$$\begin{aligned}E(\mathbf R)=c_{000}&+2c_{100}\sum_i\cos\theta_i+4c_{110}\sum_{i<j}\cos\theta_i\cos\theta_j\\&+8c_{111}\cos\theta_1\cos\theta_2\cos\theta_3+2c_{200}\sum_i\cos2\theta_i+\dots\end{aligned}$$

The lowest eigenvalue, computed at 512 positions in a grid cell with the help of this symmetry, yields $c_{000}=-21.9928$ eV and, in meV,

$$c_{100}=-141.7,\quad c_{110}=-4.29,\quad c_{111}=-0.227,\quad c_{200}=1.09.$$

The first harmonic alone gives a false force along $x$ of amplitude $4\pi|c_{100}|/h=4\pi(0.1417\text{ eV})/(0.50\text{ Å})\approx3.6$ eV/Å.

The selection rules can be checked at a position that was not among the samples, $\mathbf R/h=(0.13,-0.21,0.34)$. The unshifted energy there is $-22.1026$ eV, and at the body-centre shift it is $-21.8776$ eV. Their average is

$$\tfrac12(-22.1026-21.8776)\text{ eV}=-21.9901\text{ eV}.$$

The distance from the mean has dropped from $-109.8$ meV to $+2.7$ meV. For the face-centre set the average is

$$\tfrac14(-22.1026-22.2722-22.0169-21.5906)\text{ eV}=-21.9956\text{ eV},$$

which is 2.8 meV below the mean. Both averages agree with the Fourier series restricted to the predicted survivors, to all seven printed decimals in eV. This tests both halves of the rule: the forbidden terms are gone, and the allowed ones have kept their full size.

At this position four calculations do no better than two. The series shows why. The cosines of the three $\theta_i$ are 0.685, 0.249 and $-0.536$; their pair products sum to $-0.330$, and the cosines of the doubled angles sum to $-1.365$. For the body-centre set the two leading survivors contribute

$$4(-4.29)(-0.330)+2(1.09)(-1.365)\approx5.7-3.0=2.7\text{ meV}.$$

They partly cancel. The face-centre set removes the first contribution and leaves the second, $-3.0$ meV, to which $(1,1,1)$ adds about $+0.2$ meV. An average should be judged over the whole grid cell, not at one point.

Over the 512 positions the peak-to-peak ripple is 1701 meV without averaging, 68.5 meV with the body-centre set and 14.8 meV with the face-centre set. These figures can be traced to the coefficients:

- Without averaging, going from $\mathbf R=\mathbf 0$ to the body centre changes $\sum_i\cos\theta_i$ from 3 to $-3$, so the first harmonic accounts for $12\times141.7\approx1700$ meV.
- With the body-centre set, going from $\mathbf 0$ to $\tfrac h2(0,0,1)$ changes the sum of pair products from 3 to $-1$ and leaves the $(2,0,0)$ term unchanged. The difference is $16\times4.29\approx68.6$ meV.
- With the face-centre set, going from $\tfrac h4(1,1,1)$ to $\tfrac h2(0,0,1)$ changes $\sum_i\cos2\theta_i$ from $-3$ to 3 and the triple product from 0 to $-1$. The difference is $12\times1.09+8\times0.227\approx14.9$ meV.

The direction of the shift matters as much as the number of calculations. Two calculations displaced by $h/2$ along $x$ alone cancel odd $n_1$ but leave $(0,1,0)$ and $(0,0,1)$ untouched, and the ripple is still 1137 meV.

## Why the shortest survivor need not be the largest

After face-centre averaging the largest of the listed harmonics is $(2,0,0)$, almost five times $(1,1,1)$ in size although its $\mathbf G$ is longer. For the fixed Gaussian the order was the reverse, $q^4$ against $q^3$. The selection rules fix which terms remain, not how large they are.

A simple nonlinear case shows how such an order can arise. Let an energy $F(u)$ depend on one grid quantity with a pure first-harmonic ripple, $u=2b\sum_i\cos\theta_i$, and expand it as $F(0)+F'u+\tfrac12F''u^2$. Since $\cos^2\theta=\tfrac12(1+\cos2\theta)$,

$$\tfrac12F''u^2=F''b^2\Big[3+\sum_i\cos2\theta_i+4\sum_{i<j}\cos\theta_i\cos\theta_j\Big].$$

Comparison with the cosine series gives $c_{200}=\tfrac12F''b^2$ and $c_{110}=F''b^2$. Both are of second order in the ripple, whereas $(1,1,1)$ first appears with $u^3$. That nonlinearity of this kind lies behind the large $(2,0,0)$ term of the well is a conjecture. The one-variable model is in any case too simple for it: it gives the two coefficients the same sign, and the computed signs differ.

The expansion also contains a constant, $3F''b^2$. A nonlinear energy can thus carry a grid error in its mean, which no set of shifts removes. With two atoms, $u$ is a sum of two ripples, and $u^2$ contains products such as

$$\cos\theta_A\cos\theta_B=\tfrac12\left[\cos(\theta_A-\theta_B)+\cos(\theta_A+\theta_B)\right].$$

The first term depends on the separation of the atoms but not on their common displacement. It has $\mathbf n=\mathbf 0$ for a rigid shift and survives, so a bond-length curve may keep some ripple after averaging.

## The error that averaging leaves

For the electron in the well, a calculation with spacing 0.25 Å and the kinetic energy evaluated by Fourier transform gives $-20.943$ eV, and it changes by about $4\times10^{-6}$ eV between two positions. Relative to this reference the coarse-grid mean is too low by 1.05 eV. That is some seventy times the ripple left by the face-centre set. The averaged surface is nearly flat, but it lies at the wrong height.

The finite-difference kinetic energy pushes in this direction. On a plane wave with $\theta=kh$ along one axis it replaces $\theta^2$ by $t(\theta)=\tfrac52-\tfrac83\cos\theta+\tfrac16\cos2\theta$. The difference $g=\theta^2-t$ satisfies $g(0)=g'(0)=0$ and

$$g''(\theta)=2-\tfrac83\cos\theta+\tfrac23\cos2\theta=\tfrac43(1-\cos\theta)^2\ge0,$$

so $g\ge0$: the kinetic energy is never overestimated. By the variational principle, the lowest eigenvalue cannot lie above the one found with Fourier kinetic energy on the same grid and potential. How much of the 1.05 eV comes from this source was not separated from the effect of sampling the potential coarsely.

Nor is the average of separate eigenvalues the eigenvalue of one calculation on the combined grid. For the linear sum $Q$ the two agree, because the average of the shifted sums is itself one sum over all the points with a smaller weight. For an eigenvalue each calculation finds its own wave function on its own coarse grid. Shifts therefore serve to flatten the energy surface, while its height is left untouched by shifts at a fixed spacing. The height must be corrected by other means: by reducing the discretization error of each calculation, as the reference did with a finer grid and Fourier kinetic energy together, or by extrapolating averaged energies from several spacings towards $h=0$. The values for the 12-point grid and for the reference are given in the numerical output that follows.

## Table of computed values

```
well depth: 80.0 eV; well range: 0.70 angstrom
grid spacing h: 0.50 angstrom; points per axis: 12
box edge: 6.00 angstrom
Shortest surviving |G| in units of 2 pi/h:
  none: 1.0000; same point count, simple cubic: 1.0000
  body: 1.4142; same point count, simple cubic: 1.2599
  face: 1.7321; same point count, simple cubic: 1.5874
Gaussian integral, width w: 0.40 angstrom; q = 1.8062e-03
  relative error, none: 1.0876e-02; leading term: 1.0837e-02
  relative error, body: 3.9147e-05; leading term: 3.9147e-05
  relative error, face: 4.7201e-08; leading term: 4.7137e-08
Fourier coefficients of the eigenvalue:
  mean c(000): -21.992773 eV
  c(1, 0, 0): -141.7 meV
  c(1, 1, 0): -4.289 meV
  c(1, 1, 1): -0.2274 meV
  c(2, 0, 0): 1.086 meV
Generic position R/h: 0.13, -0.21, 0.34
  change after one full step: 1.8e-14 eV
  body set, shift/h 0.0 0.0 0.0: -22.1025953 eV
  body set, shift/h 0.5 0.5 0.5: -21.8775527 eV
  body average: -21.9900740 eV; survivor series: -21.9900740 eV
  body average minus mean: 2.69854 meV
  face set, shift/h 0.0 0.0 0.0: -22.1025953 eV
  face set, shift/h 0.0 0.5 0.5: -22.2721953 eV
  face set, shift/h 0.5 0.0 0.5: -22.0168760 eV
  face set, shift/h 0.5 0.5 0.0: -21.5906141 eV
  face average: -21.9955702 eV; survivor series: -21.9955702 eV
  face average minus mean: -2.79763 meV
  unshifted minus mean: -109.8227 meV
Peak-to-peak ripple over 512 sampled positions:
  none: 1701.21262 meV
  x only: 1136.96309 meV
  body: 68.54402 meV
  face: 14.84931 meV
fine-grid spacing: 0.250 angstrom
fine-grid reference energy: -20.943299 eV
fine-grid change on moving: 3.7e-06 eV
bias left by averaging: -1049.473 meV
```
